Why the Two Si–H Stretches of a Silicon Dihydride Lie Close Together

**Question.** A silicon atom at a hydrogen-terminated surface can carry two hydrogens. The two Si–H bonds are alike and share an atom, so their vibrations combine into a symmetric stretch, in which both bonds lengthen together, and an antisymmetric stretch, in which one lengthens while the other shortens. Why do these two motions have nearly the same frequency, and what fixes the difference?

**The mechanism: a shared atom that recoils**

Suppose first that the silicon atom could not move and that the energy of each bond depended on its own length alone. Each hydrogen would then vibrate against a fixed wall, unaware of the other. Both combined motions would have the frequency of a single bond, and there would be no splitting.

A real silicon atom moves. When bond 1 is stretched, it pulls the silicon toward hydrogen 1. That displacement also changes the length of bond 2, by an amount that depends on the angle between the bonds. The bonds thus communicate through the recoil of the atom they share. This is called kinetic coupling, because it comes from the masses and the geometry and needs no force between the bonds. It is weak if the shared atom is heavy, and it vanishes if the bonds are perpendicular, since a small motion along one bond then leaves the length of the other unchanged to first order.

There is a second channel. Stretching one bond rearranges the electrons and can change the force in the other. This potential coupling has nothing to do with the mass ratio, and it must be kept because it can be comparable with the recoil effect.

**From the mechanism to the equations**

Let m be the hydrogen mass, M the silicon mass, and e₁ and e₂ the unit vectors from silicon to the two hydrogens. The angle between them is θ, and c = cos θ. For small displacements u₁, u₂ and u_Si from equilibrium, the bond extensions are

q₁ = e₁·(u₁ − u_Si),  q₂ = e₂·(u₂ − u_Si).

Take the harmonic energy

V = ½f(q₁² + q₂²) + f_rr q₁q₂,

where f is the force constant of one bond and f_rr is the potential coupling. Bending forces and the bonds to the rest of the crystal are left out for now. The tensions in the bonds are the derivatives of V:

t₁ = fq₁ + f_rr q₂,  t₂ = fq₂ + f_rr q₁.

A positive tension pulls hydrogen toward silicon and silicon toward hydrogen, so Newton's law reads

m ü₁ = −t₁e₁,  m ü₂ = −t₂e₂,  M ü_Si = t₁e₁ + t₂e₂.

The three forces add to zero, as they must for a free group. Now differentiate q₁ twice and insert the accelerations, using e₁·e₁ = 1 and e₁·e₂ = c:

q̈₁ = e₁·ü₁ − e₁·ü_Si
  = −t₁/m − (t₁ + ct₂)/M
  = −(1/m + 1/M)t₁ − (c/M)t₂.

Exchanging the labels gives the equation for q₂. The first term is the motion of a single bond with its usual reduced mass. The second is the recoil coupling: tension in bond 2 accelerates the silicon, and the fraction c of that acceleration lies along bond 1.

The same term can be read from the kinetic energy. Let p₁ and p₂ be the momenta conjugate to q₁ and q₂. For pure stretching, the hydrogens carry momenta p₁e₁ and p₂e₂, and silicon carries −(p₁e₁ + p₂e₂), because the total is zero. Hence

T = (p₁² + p₂²)/(2m) + |p₁e₁ + p₂e₂|²/(2M)
  = ½(1/m + 1/M)(p₁² + p₂²) + (c/M)p₁p₂.

The cross term p₁p₂ is the kinetic coupling, with strength c/M.

**The two frequencies**

Add the equations for q₁ and q₂. Since t₁ + t₂ = (f + f_rr)(q₁ + q₂), the sum S = q₁ + q₂ obeys

S̈ = −(f + f_rr)[1/m + (1 + c)/M]S.

Subtract them instead. Since t₁ − t₂ = (f − f_rr)(q₁ − q₂), the difference A = q₁ − q₂ obeys

Ä = −(f − f_rr)[1/m + (1 − c)/M]A.

The squared angular frequencies are therefore

ω_s² = (f + f_rr)[1/m + (1 + c)/M],
ω_a² = (f − f_rr)[1/m + (1 − c)/M].

To isolate the recoil effect, set f_rr = 0 and define

μ = m/M,  ω₀² = f(1/m + 1/M),  ε = −μc/(1 + μ).

Here ω₀ is the frequency of one Si–H bond with its silicon free to recoil and the other bond absent. The coupling term relative to ω₀² is

(fc/M)/[f(1/m + 1/M)] = μc/(1 + μ) = −ε,

so that ω_s = ω₀√(1 − ε) and ω_a = ω₀√(1 + ε). Using √(1 ± ε) = 1 ± ε/2 − ε²/8 ± ε³/16 + …, the even terms cancel in the difference:

ω_a − ω_s = ω₀ε(1 + ε²/8 + …) ≈ −ω₀μc/(1 + μ).

This is the kinetic splitting. It is a small fraction of ω₀ for two reasons that multiply: hydrogen has about 1/28 of the mass of silicon, and near the tetrahedral angle |c| is about 1/3.

A small splitting does not mean that the modes are weakly mixed. With two equal bonds, symmetry makes them move with equal amplitude however weak the coupling is. The coupling sets the frequency difference, not the degree of sharing.

**Which mode is higher, and why**

In the symmetric mode the tensions are equal, and the force on silicon is proportional to e₁ + e₂, along the bisector of the angle. In the antisymmetric mode it is proportional to e₁ − e₂, parallel to the line joining the hydrogens. The squared lengths are

|e₁ ± e₂|² = 2(1 ± c),

with the upper sign for the symmetric mode. For θ > 90°, c is negative, and the antisymmetric mode drives silicon harder. The recoil adds to the rate at which a given tension restores the bond length, so, as long as f_rr = 0, the mode with more recoil has the higher frequency.

The energy shares show the same thing. For tension amplitude t, an atom's velocity amplitude is its force divided by its mass and by ω. The kinetic energies of silicon and of the two hydrogens are then in the ratio

[2(1 ± c)t²/M]/[2t²/m] = μ(1 ± c),

and silicon's share of the total is μ(1 ± c)/[1 + μ(1 ± c)].

At θ = 90° the two recoils are equal and the kinetic splitting vanishes. Below 90° the order reverses. At 180° the symmetric mode leaves silicon at rest, because the pulls cancel, and the antisymmetric mode has the largest recoil.

**The number for a surface dihydride**

Take f = 255 N/m, chosen to place the stretches near 2100 cm⁻¹, the tetrahedral angle θ = 109.47°, so that c = −1/3, and masses of 1.0078 u for hydrogen and 27.977 u for silicon-28. Frequencies are quoted as wavenumbers. The mass ratio is μ = 0.03602 and ω₀ is 2109.3 cm⁻¹, so

ε = 0.03602/(3 × 1.03602) = 0.01159,
ω_a − ω_s = 2109.3 cm⁻¹ × 0.01159 = 24.4 cm⁻¹.

This is 3.03 meV, or 1.16 percent of ω₀. The individual frequencies are 2097.0 cm⁻¹ (symmetric) and 2121.5 cm⁻¹ (antisymmetric). Silicon carries 2.35 percent of the kinetic energy in the first and 4.58 percent in the second.

Changing one quantity at a time, with f fixed and f_rr = 0, shows what controls the result. Holding silicon still removes the splitting. Reducing the angle to 105° lowers it to 19.0 cm⁻¹, so a few degrees matter. At 70° it is −25.1 cm⁻¹, with the symmetric mode on top.

The mass dependence follows by inserting ω₀ = √[f(1 + μ)/m] into the leading formula:

ω_a − ω_s ≈ −c√f √m/[M√(1 + μ)].

Replacing hydrogen by deuterium lowers both frequencies but raises their splitting by nearly √2, to 34.0 cm⁻¹. Replacing silicon by an atom of mass 12 u, with the same springs and angle, gives 55.7 cm⁻¹. The heavy central atom is thus a real part of the explanation.

**Does the crystal stop the silicon from recoiling?**

A surface silicon atom is bonded to two atoms below it. Let each back bond have stiffness k and lead to a fixed atom, with all angles tetrahedral. In the symmetric mode silicon moves along the bisector, which makes half the tetrahedral angle with each back bond. The squared cosine of that half-angle is (1 − 1/3)/2 = 1/3, so the restoring stiffness is K = 2k/3. At frequency ω, a silicon displacement z driven by the force F from the Si–H bonds satisfies

−Mω²z = F − Kz,  or  −(M − K/ω²)ω²z = F.

The back bonds replace M by the slightly smaller M − K/ω². For a rough k = 140 N/m, K is 93 N/m and K/(Mω²) is about 0.013. The stretch is so fast that inertia, not the lattice, limits the recoil. The symmetric frequency rises by about half the recoil share times this correction:

½ × 2097 cm⁻¹ × 0.0235 × 0.013 ≈ 0.3 cm⁻¹.

In the antisymmetric mode silicon moves perpendicular to both back bonds, so their stretching does not affect it.

Bending forces can be added with rough constants of 0.45 aJ/rad² for H–Si–H and 0.35 aJ/rad² for each H–Si–Si angle, which put the highest bend at 927 cm⁻¹. The splitting is then 24.2 cm⁻¹, whether the two back atoms are fixed or free. In this spring model, attachment to the solid hardly changes the kinetic result.

**The electronic coupling is not negligible**

Restore f_rr and write η = f_rr/f. The frequencies become

ω_s = ω₀√[(1 + η)(1 − ε)],  ω_a = ω₀√[(1 − η)(1 + ε)],

and to first order in both small quantities

ω_a − ω_s ≈ ω₀(ε − η).

A positive f_rr raises the symmetric mode, lowers the antisymmetric one and opposes the recoil splitting for θ > 90°. The two modes coincide when η = ε, here at 1.16 percent. So small a force coupling is enough to cancel the kinetic effect.

An estimate of η comes from the central SiH₂ of trisilane, whose silicon has two silicon neighbours. At the MP2/6-31G* level with frozen cores, and at an unrelaxed tetrahedral geometry with Si–H and Si–Si lengths of 1.48 and 2.35 Å, f_rr is 1.31 N/m and f is 313 N/m. Their ratio is 0.417 percent. Applied to the example with f kept at 255 N/m, it changes the splitting by

−2109.3 cm⁻¹ × 0.00417 = −8.8 cm⁻¹,

which leaves 15.7 cm⁻¹. The computed f is a harmonic constant at an approximate level of theory, while 255 N/m is an effective value set by the frequency range, so only the ratio is carried over. The ratio is not converged in the basis set. At the same geometry it rises to 0.49 percent with 6-31G** and to 0.53 percent with def2-TZVP on the central SiH₂ (def2-SVP elsewhere), which leave about 14 and 13 cm⁻¹.

Silane gives a different balance. At its Hartree–Fock/6-31G* equilibrium, f = 326.7 N/m and f_rr = 4.19 N/m, so η = 1.28 percent, which exceeds ε. Giving two of its hydrogens the mass of silicon imitates a dihydride while keeping the full computed force field, bending included. The splitting is then −4.2 cm⁻¹, and the two-bond formula gives −3.0 cm⁻¹: at this level of theory the symmetric mode is slightly higher. The margin is so small that electron correlation reverses the order: at the MP2/6-31G* equilibrium η falls to 0.84 percent, below ε, and the splitting with all forces becomes about +6 cm⁻¹. The recoil part can be separated by subtracting the splitting found with the central silicon held still. It is 25.9 cm⁻¹ with all forces and 27.1 cm⁻¹ from the formula.

The recoil contribution is therefore well described by mass and angle, while the total depends on a delicate electronic term. The silane and trisilane values differ in both method and molecule, and each accounts for about half of the gap. With 6-31G* and Si–H at 1.48 Å, η is 1.30 percent (Hartree–Fock) and 0.84 percent (MP2) for silane, and 0.91 and 0.42 percent for trisilane. The gap is not an error bar for the surface.

**When the simple picture fails**

Real bonds are anharmonic. Replacing each spring by a Morse potential with the same f and a rough depth of 4.0 eV, and solving for the quantum levels, gives fundamentals at 2028.7 and 2051.9 cm⁻¹. Both drop by about 70 cm⁻¹, but their separation is still 23.3 cm⁻¹. In this model, which has no anharmonic coupling between the bonds, anharmonicity moves the pair much more than it changes the splitting. Thermal excitation of the stretches themselves is negligible at 300 K, where their Boltzmann factor is about 4 × 10⁻⁵. The influence of thermally excited low-frequency motions is not included here.

Unequal surroundings can matter more. Let the force constants be f(1 + d) and f(1 − d), with f_rr = 0. The equations of motion then have the matrix

[ω₀²(1 + d)  −ω₀²ε(1 − d)]
[−ω₀²ε(1 + d)  ω₀²(1 − d)],

whose eigenvalues are ω₀²{1 ± √[d² + ε²(1 − d²)]}. For small d and ε the frequency separation is

Δω ≈ ω₀√(d² + ε²).

Without coupling, the two bonds would differ in frequency by about ω₀d. Once this exceeds the kinetic splitting of 24 cm⁻¹, the separation mainly measures the difference between the bonds, and each mode becomes concentrated on one of them. With a small potential coupling, ε is replaced by ε − η, so for 0 < η < ε a smaller inequality is enough.

Neighbouring groups also interact through their oscillating dipoles. Consider a full square layer with spacing a = 3.84 Å, all groups vibrating in phase. Let Z be the derivative of a group's dipole with respect to the normalized coordinate (q₁ ± q₂)/√2. The symmetric dipoles stand perpendicular to the surface, side by side, and repel, which adds to the force constant

ΔF_s = Z_s²Σ/(4πε₀a³),  Σ = 9.03,

where Σ is the sum of (a/R)³ over all neighbours at distance R. The antisymmetric dipoles lie in the plane. Their interaction carries the factor 1 − 3cos²φ, with φ the angle between the dipole and the line to the neighbour. On a square lattice cos²φ averages to ½ at each distance, so the factor averages to −½ and the force constant falls. Each frequency shifts by ω₀ΔF/(2f).

Hartree–Fock dipole derivatives from the same trisilane geometry are 0.392 e and 0.421 e in magnitude. They give shifts of +23.4 cm⁻¹ for the symmetric mode and −13.5 cm⁻¹ for the antisymmetric one, a change in splitting of −36.9 cm⁻¹. These derivatives depend on the basis set. With def2-TZVP on the central SiH₂ they fall to 0.33 e and 0.35 e, and the change in splitting becomes about −26 cm⁻¹. Both figures exceed the kinetic splitting, the second only narrowly, and would reverse the order of the modes. It is a crude figure: it omits electronic screening and the response of the substrate, and it treats groups as point dipoles although their size is comparable with their spacing. The layer is idealized too. If untilted groups at this spacing had their H–H lines along the rows, hydrogens of neighbouring groups would be only about 1.4 Å apart. They would repel strongly, and the groups would tilt. The figure is therefore neither a prediction nor an upper bound. It is a warning that the isolated-group formula may fail, even for the order of the modes, when groups are closely packed.

**Beside a real surface**

Si(100) dipped in dilute hydrofluoric acid shows Si–H stretching bands near 2100 cm⁻¹, and the splitting assigned to dihydrides is of the order of 10 cm⁻¹. The example's frequency agrees because f was chosen to make it so. Its purely kinetic splitting of 24 cm⁻¹ was not fitted, and it is too large. The trisilane estimate of f_rr moves it in the right direction, to about 13 to 16 cm⁻¹ depending on the basis set, but this is not a quantitative account of the surface. Such surfaces are usually rough and carry several kinds of hydride, so the assumption of identical, isolated, untilted groups cannot be taken for granted. The dipole estimate suggests that interactions between closely packed groups could matter as much as the recoil, but it does not give their size on a real surface. The values of the main calculation, with the 6-31G* basis, are collected in the numerical output below.

Table of computed values

```
H mass: 1.0078 u
Si mass: 27.977 u
mass ratio H/Si: 0.03602
H-Si-H angle: 109.47 degrees
bond force constant f: 255 N/m
uncoupled stretch w0: 2109.29 1/cm
symmetric stretch, frr=0: 2097.03 1/cm
antisymmetric stretch, frr=0: 2121.48 1/cm
kinetic splitting: 24.45 1/cm
kinetic splitting, first-order formula: 24.45 1/cm
kinetic splitting / w0: 1.159 percent
kinetic splitting: 3.031 meV
Si share of kinetic energy, symmetric: 2.35 percent
Si share of kinetic energy, antisymmetric: 4.58 percent
kinetic splitting at 70 degrees: -25.08 1/cm
kinetic splitting at 90 degrees: 0.00 1/cm
kinetic splitting at 105 degrees: 18.98 1/cm
kinetic splitting, Si held still: 0.00 1/cm
kinetic splitting, deuterium: 33.98 1/cm
kinetic splitting, central mass 12 u: 55.73 1/cm
back-bond stiffness: 140 N/m
H-Si-H bend constant: 0.45 aJ/rad^2
H-Si-Si bend constant: 0.35 aJ/rad^2
symmetric shift from back bonds alone: 0.321 1/cm
highest bend in spring cluster: 927 1/cm
splitting with bends, back atoms fixed: 24.19 1/cm
splitting with bends, back atoms free: 24.18 1/cm
Morse depth: 4.0 eV
Morse symmetric fundamental: 2028.68 1/cm
Morse antisymmetric fundamental: 2051.93 1/cm
Morse splitting: 23.25 1/cm
silane HF bond length: 1.4752 angstrom
silane HF f: 326.70 N/m
silane HF frr: 4.192 N/m
mass-substituted silane splitting, all forces: -4.21 1/cm
same, closed form: -2.96 1/cm
its recoil part, all forces: 25.93 1/cm
its recoil part, closed form: 27.13 1/cm
trisilane MP2 f: 313.40 N/m
trisilane MP2 frr: 1.307 N/m
trisilane frr/f: 0.417 percent
first-order splitting change from frr: -8.79 1/cm
symmetric stretch with frr: 2101.40 1/cm
antisymmetric stretch with frr: 2117.06 1/cm
splitting with frr: 15.65 1/cm
dipole derivative, symmetric: 0.392 e
dipole derivative, antisymmetric: 0.421 e
group spacing in full layer: 3.84 angstrom
square-lattice dipole sum: 9.0336
layer shift of symmetric stretch: 23.41 1/cm
layer shift of antisymmetric stretch: -13.46 1/cm
layer change of splitting: -36.87 1/cm
Boltzmann factor of stretch at 300 K: 4.0e-05
```
